# Coupled Hartree-Fock Polarizability from One Occupied and One Virtual Orbital

## What goes wrong with frozen interactions

In a covalent insulator, the electronic part of the dielectric constant depends in part on how easily a field distorts the electron pairs in the bonds. A quick estimate mixes an empty orbital into an occupied one and divides by their energy gap. This leaves out a feedback: the distorted charge changes the potential that the electrons feel. For the model bond below, the quick estimate gives a polarizability volume of $0.00148\ \mathrm{nm^3}$, whereas the self-consistent value is $0.00207\ \mathrm{nm^3}$. The estimate is 29% low relative to the self-consistent result, before any question of correlation or missing orbitals arises.

The self-consistent result for two orbitals is

$$\alpha=\frac{4\mu^2}{D+3K-J}.$$

## Setting and conventions

Two electrons of opposite spin occupy the real spatial orbital $i$. One real orbital $a$ is empty. Both are orthonormal canonical orbitals of a restricted Hartree-Fock calculation, and the nuclei are fixed. Define

$$D=\varepsilon_a-\varepsilon_i,\qquad \mu=\langle i|x|a\rangle,\qquad J=(ii|aa),\qquad K=(ia|ia).$$

Here $(pq|rs)$ is the Coulomb energy between the charge densities $pq$ and $rs$. With real orbitals, exchanging $p$ with $q$, $r$ with $s$, or the two densities leaves it unchanged.

The elementary charge is set to one in dipoles and fields. An electron has charge $-1$, so a field $\mathcal E$ along $x$ adds $+\mathcal E x$ to its energy. The electronic dipole is minus the summed electron positions, and $\alpha$ is the derivative of the induced dipole with respect to $\mathcal E$ at zero field.

For an orbital $\phi=c_i i+c_a a$, let $P_{rs}=c_rc_s$. The Fock matrix is

$$f_{pq}=h_{pq}+\sum_{rs}P_{rs}\left[2(pq|rs)-(pr|qs)\right],$$

where $h$ contains kinetic energy and nuclear attraction. The factor 2 counts both spins in the Coulomb term; exchange acts between equal spins. At zero field $f$ is diagonal, with elements $\varepsilon_i$ and $\varepsilon_a$.

## The response of the Fock matrix

A real normalized orbital in this space has one free angle:

$$\phi=\cos\theta\,i+\sin\theta\,a.$$

To first order, $P_{ii}=1$, $P_{ia}=P_{ai}=\theta$ and $P_{aa}=0$. Only the two mixed elements have changed. Inserting them in $f_{ia}$ gives

$$\delta f_{ia}=\theta\{2[(ia|ia)+(ia|ai)]-[(ii|aa)+(ia|ai)]\}.$$

The Coulomb bracket is $2K$ and the exchange bracket is $J+K$. Therefore

$$\delta f_{ia}=(4K-J-K)\theta=(3K-J)\theta.$$

The Coulomb term opposes the distortion, because displaced charge repels further charge moving the same way. The exchange term favours it. The coefficient 3 is thus four units of $K$ from Coulomb response less one from exchange.

## Solving for the polarizability

The orbital orthogonal to $\phi$ is, to first order, $\phi'=a-\theta i$. Self-consistency requires that the full Fock operator $g=f+\mathcal E x$ has no element between them:

$$0=\langle\phi'|g|\phi\rangle=g_{ai}+\theta(g_{aa}-g_{ii})+O(\theta^2).$$

The first term is $g_{ai}=\delta f_{ia}+\mathcal E\mu$. In the second, $g_{aa}-g_{ii}$ may be replaced by $D$, since its own change multiplied by $\theta$ is of second order. This also disposes of any difference between $\langle i|x|i\rangle$ and $\langle a|x|a\rangle$, so no molecular symmetry is needed. We obtain

$$(D+3K-J)\theta+\mathcal E\mu=0,\qquad \theta=-\frac{\mathcal E\mu}{D+3K-J}.$$

The dipole of the two electrons is

$$-2\langle\phi|x|\phi\rangle=-2\langle i|x|i\rangle-4\mu\theta+O(\theta^2).$$

One factor 2 comes from the two electrons and the other from the two cross terms. The induced part is

$$-4\mu\theta=\frac{4\mu^2}{D+3K-J}\,\mathcal E,$$

which proves the formula. The sign of $\mu$, which depends on the arbitrary signs of the orbitals, drops out.

## The same result from the energy

The energy route shows what the denominator means and when it can fail. Write $L=(ii|ii)$ and $M=(ii|ia)$. The electronic energy is

$$E(\theta)=2\langle\phi|h|\phi\rangle+(\phi\phi|\phi\phi).$$

To second order its two parts are

$$2\langle\phi|h|\phi\rangle=2h_{ii}+4\theta h_{ia}+2\theta^2(h_{aa}-h_{ii}),$$

$$(\phi\phi|\phi\phi)=L(1-2\theta^2)+4M\theta+(2J+4K)\theta^2.$$

The linear terms add to $4\theta(h_{ia}+M)=4\theta f_{ia}=0$. For the quadratic terms we need the orbital energies,

$$\varepsilon_i=h_{ii}+L,\qquad \varepsilon_a=h_{aa}+2J-K,$$

so that $h_{aa}-h_{ii}=D-2J+K+L$. The coefficient of $\theta^2$ is then

$$2(D-2J+K+L)-2L+2J+4K=2(D+3K-J).$$

The field adds $4\mathcal E\mu\theta$, apart from a term independent of $\theta$ and terms of third order. Thus

$$E=\text{terms without }\theta+2(D+3K-J)\theta^2+4\mathcal E\mu\theta.$$

Minimizing over $\theta$ lowers the energy by $2\mathcal E^2\mu^2/(D+3K-J)=\alpha\mathcal E^2/2$, in agreement with the dipole calculation. The denominator is the stiffness of the pair against a common rotation of both spins. It must be positive for the starting orbital to be a minimum.

There is a stricter condition. Rotate the spin-up orbital by $\theta$ and the spin-down orbital by $-\theta$. The mixed densities now have opposite signs, so the term $4K\theta^2$ in the repulsion becomes $-4K\theta^2$. The quadratic energy becomes

$$2(D-2J+K+L)\theta^2-2L\theta^2+2J\theta^2-4K\theta^2=2(D-J-K)\theta^2.$$

Since $K$ is the self-repulsion of the density $ia$, it is positive. Hence $D-J-K$ reaches zero before $D+3K-J$ does. Beyond that point a spin-polarized solution lies lower, and the restricted formula describes the response of an unstable reference even though its value may look harmless.

## When coupling raises or lowers the answer

Holding the Fock matrix at its zero-field value, that is, dropping $\delta f_{ia}$ gives $\alpha_0=4\mu^2/D$. The ratio is

$$\frac{\alpha}{\alpha_0}=\frac{D}{D+3K-J}.$$

For a positive denominator, coupling raises the polarizability if $J>3K$ and lowers it if $J<3K$. The two estimates agree at $J=3K$, where the Coulomb and exchange responses cancel.

Molecular hydrogen at a bond length of 1.4 bohr, in the STO-3G basis, has two orbitals and is a direct case. In atomic units, $D=1.24847$, $J=0.66356$, $K=0.18126$ and $\mu=0.93102$. The stiffness is

$$1.24847+3(0.18126)-0.66356\approx1.1287,$$

and $\alpha=4(0.93102)^2/1.1287=3.072$. Differentiating the dipole of self-consistent solutions in small finite fields also gives 3.072. The uncoupled value is 2.777, about 10% lower relative to the coupled one, as expected from $J>3K$.

A second test removes the symmetry with a steady field of 0.05 atomic units along the bond. The orbitals and their integrals are recomputed in that field. The formula and the finite-field derivative both give 3.050.

Agreement within two orbitals does not make the basis adequate. Hartree-Fock in the larger aug-cc-pVDZ basis gives 6.53 along the bond and 4.40 across it. The two-orbital values are 3.07 and zero, because neither orbital allows a transverse dipole. The larger basis also slightly reshapes the occupied orbital. These values are not yet converged in the basis: aug-cc-pVQZ gives 6.45 and 4.61, shifts of about $-1\%$ and $+5\%$. The calculation is still uncorrelated, with fixed nuclei and a finite basis.

## A changing field

Now let the mixing coefficient be complex: $\phi\propto i+ca$, after removal of the common phase. The density matrix has mixed elements $c$ and $c^*$. The Coulomb response is $2K(c+c^*)$ and the exchange response is $-(Jc+Kc^*)$. The time-dependent Hartree-Fock equation for $c$ is therefore

$$i\hbar\dot c=(D+2K-J)c+Kc^*+\mu\mathcal E(t).$$

Set $c=\theta+i\eta$ and separate real and imaginary parts:

$$-\hbar\dot\eta=(D+3K-J)\theta+\mu\mathcal E,\qquad \hbar\dot\theta=(D+K-J)\eta.$$

Call the two stiffnesses $S_+=D+3K-J$ and $S_-=D+K-J$. Differentiating the second equation and inserting the first gives

$$\hbar^2\ddot\theta=-S_-(S_+\theta+\mu\mathcal E).$$

For a field proportional to $\cos\omega t$, $\ddot\theta=-\omega^2\theta$. Solving for $\theta$ and using the induced dipole $-4\mu\theta$,

$$\alpha(\omega)=\frac{4\mu^2S_-}{S_+S_--(\hbar\omega)^2}.$$

At $\omega=0$ this returns the static result. The response diverges at $\hbar\omega=\sqrt{S_+S_-}$, which is generally not the orbital gap $D$. The formula has no damping and so fails near the resonance.

## A bond made of two sites

To see which physical parameters matter, place one orthonormal orbital, $l$ or $r$, at each end of a bond. The sites have equal energy, taken as zero, and their centres are a distance $d$ apart. The hopping element is $-t$ with $t>0$, the on-site repulsion is $U$, and the repulsion between sites is $V$. The overlap density $lr$ is neglected in the dipole and Coulomb integrals.

By symmetry,

$$i=\frac{l+r}{\sqrt2},\qquad a=\frac{l-r}{\sqrt2}.$$

Their densities are $ii=aa=(ll+rr)/2$ and $ia=(ll-rr)/2$. Hence

$$J=L=\frac{2U+2V}{4}=\frac{U+V}{2},\qquad K=\frac{2U-2V}{4}=\frac{U-V}{2},\qquad |\mu|=\frac d2.$$

Since $h_{aa}-h_{ii}=2t$, the gap is

$$D=2t+2J-K-L=2t+J-K=2t+V.$$

Substitution gives $D+3K-J=2t+2K=2t+U-V$, and so

$$\alpha=\frac{d^2}{2t+U-V}.$$

The intersite repulsion enlarges the orbital gap but softens the response. Moving charge from one site to the other costs $U-V$, not $U$. The gap alone is thus a poor guide to polarizability in this model.

## What correlation changes

The two-site model can be solved with all its two-electron configurations. The field connects the ground state to the singlet $S=(ia+ai)/\sqrt2$. Relative to the configuration $ii$, the configuration $aa$ has energy $4t$, and $S$ has energy $2t+K$. The first two mix through $K$. With $R=\sqrt{4t^2+K^2}$, the lower root of their two-by-two matrix is $2t-R$, and its normalized coefficients obey $2v_iv_a=-K/R$.

Both closed-shell configurations have dipole element $\sqrt2\,\mu$ with $S$. Second-order perturbation theory gives

$$\alpha_{\rm CI}=\frac{2\cdot2\mu^2(v_i+v_a)^2}{(2t+K)-(2t-R)}=\frac{4\mu^2(1-K/R)}{K+R}.$$

If $U=V$, then $K=0$ and this equals the Hartree-Fock result. In the opposite limit, $t\to0$ at fixed $d$ and $K>0$, the factor $1-K/R$ vanishes. Each electron stays on its own site and the polarizability goes to zero. Restricted Hartree-Fock instead gives the finite value $d^2/(2K)$. The warning comes earlier: $D-J-K=2t-(U-V)$ becomes negative once $U-V>2t$.

## A dense organosilicate film

Consider an average bond with $d=0.12$ nm, $t=3$ eV, $U=12$ eV and $V=8$ eV. These are round effective parameters for a dense low-k organosilicate, not integrals computed for one. They give $D=14$ eV, $J=10$ eV, $K=2$ eV and $\mu=0.06\ e\,\mathrm{nm}$. The stiffness is $14+6-10=10$ eV, and $D-J-K=2$ eV, so the restricted solution is stable against spin polarization. Then

$$\alpha=\frac{4(0.06)^2}{10}=0.00144\ e^2\,\mathrm{nm^2/eV}.$$

Multiplication by $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, with the $e^2$ counted once, gives the polarizability volume $\alpha'=0.00207\ \mathrm{nm^3}$, or 14.0 atomic units.

The model bond responds along its axis alone. For random orientations the mean of $\cos^2$ is $1/3$, so $\bar\alpha'=0.000691\ \mathrm{nm^3}$. Let $n=80\ \mathrm{nm^{-3}}$ be the bond density. In the Lorentz approximation the local field is $E+P/(3\varepsilon_0)$, where $E$ is the mean field and $P$ the polarization. With $y=4\pi n\bar\alpha'/3$,

$$\frac{P}{\varepsilon_0}=3y\left(E+\frac{P}{3\varepsilon_0}\right),\qquad \frac{P}{\varepsilon_0E}=\frac{3y}{1-y}.$$

The dielectric constant is therefore

$$k=1+\frac{3y}{1-y}=\frac{1+2y}{1-y}.$$

Here $y=0.232$ and the electronic $k$ is 1.90. A direct dipole sum for isotropic point dipoles on a simple cubic lattice, at the same density and polarizability, also gives 1.90. That tests the local-field relation for isotropic dipoles on a lattice, not for an amorphous film. Using the mean polarizability for bonds that respond only along their axes is a further approximation: it neglects the correlation between a bond's direction and its local field. Two collinear bonds at the spacing $n^{-1/3}$ have the coupling $2\alpha'n=0.33$, which is not small; this is a point-dipole value, and for charges 0.12 nm apart it is 0.45. Even without local order the approximation shows: randomly oriented axial dipoles on the same cubic lattice give $k\approx2.04$ rather than 1.90, a shift comparable to the effects listed below.

## How far the model can be trusted

The following changes are made one at a time, with the other settings held fixed.

- **Correlation.** Configuration interaction in the two orbitals multiplies $\alpha$ by 0.82 and lowers $k$ to 1.70.
- **Frequency.** Here $S_-=6$ eV (labelled A-B in the output) and the resonance is at 7.75 eV. At 633 nm, or 1.96 eV, $\alpha$ rises by 6.8% and $k$ becomes 1.99. This puts all oscillator strength in one low pole and overstates the dispersion of a real Si-O network: the electronic part of the refractive index of fused silica corresponds to a rise of only about 1.5%.
- **Transverse response.** Giving each transverse direction the hydrogen ratio $4.40/6.53=0.67$ would raise $k$ to 4.6 (4.9 with the better converged ratio of about 0.72). This is no prediction for the film. It shows that the chosen longitudinal response already has to stand in for the missing directions, and that the parameters cannot be read as those of a real bond.
- **Vibrations.** A charge $q$ on a spring $\kappa=m\omega^2$ moves by $q\mathcal E/\kappa$ and adds $q^2/\kappa$ to $\alpha$. Take $q=1\,e$, the silicon-oxygen reduced mass of 10.2 u, and rough wavenumbers of 1050 and 450 $\mathrm{cm^{-1}}$ for one stretch and one bend. Their volumes are 0.00035 and 0.0019 $\mathrm{nm^3}$. If half the bonds are polar, $k$ rises to about 2.7, mostly through the softer bend, since both modes are given the same charge and mass. The figure depends strongly on the mode count: two bends per polar bond would give 3.6. This treats the wavenumbers as those of uncoupled bonds. If they are read as band positions of the film, the local-field shift is counted twice, and removing it lowers $k$ to about 2.6.
- **Field and temperature.** At 5 MV/cm applied, the local field is 6.5 MV/cm and the ratio of induced dipole to field changes by about $-2\times10^{-5}$ relative to $\alpha$. The lowest electronic excitation of the correlated model is the triplet at $R-K=4.3$ eV, which the field does not couple to the ground state (the singlet lies at $R+K=8.3$ eV). With its threefold degeneracy, its thermal population at 400 K is about $10^{-54}$.

Real dense organosilicate films have a static $k$ of roughly 3 and a squared refractive index of roughly 2. The model's electronic value is in the optical range, as its parameters were chosen to be. It should not be compared with the static constant, because real films break the fixed-nucleus assumption; the rough estimate above moves $k$ from 1.9 to 2.7. The value $V=8$ eV is below the 12 eV repulsion of point charges 0.12 nm apart, as expected for charge spread over orbitals of this size. Oxygen lone pairs, pores and absorbed moisture are also left out. The full set of computed values is in the numerical output that follows.

## Numbers as computed

```
H2, bond length 1.4 bohr, STO-3G, atomic units
  D = 1.24847 a.u.
  J = 0.66356 a.u.
  K = 0.18126 a.u.
  mu = 0.93102 a.u.
  D+3K-J = 1.12868 a.u.
  alpha, formula = 3.07190 a.u.
  alpha, finite field = 3.07190 a.u.
  alpha, uncoupled = 2.77715 a.u.
  symmetry-breaking field = 0.05 a.u.
  alpha in that field, formula = 3.05006 a.u.
  alpha in that field, finite diff. = 3.05006 a.u.
  HF/aug-cc-pVDZ alpha along bond = 6.528 a.u.
  HF/aug-cc-pVDZ alpha across bond = 4.401 a.u.
Model bond of an organosilicate film
  d = 0.12 nm; t, U, V = 3.0, 12.0, 8.0 eV
  D, J, K = 14.000, 10.000, 2.000 eV
  mu = 0.0600 e nm; D+3K-J = 10.000 eV
  spin-polarization stiffness D-J-K = 2.000 eV
  alpha = 0.001440 e^2 nm^2/eV
  e^2/(4 pi eps0) = 1.43996 eV nm
  alpha volume along bond = 0.002074 nm^3
  the same = 13.993 a.u.
  uncoupled alpha volume = 0.001481 nm^3
  orientation average = 0.000691 nm^3
  bond density = 80 nm^-3
  electronic k = 1.904 (dimensionless)
  k from lattice dipole sum = 1.904 (dimensionless)
Neglected effects
  CI alpha / HF alpha = 0.8214
  k with CI alpha = 1.705
  A-B = 6.000 eV; resonance = 7.746 eV
  photon energy at 633 nm = 1.959 eV
  alpha(633 nm)/alpha(0) = 1.0683
  k at 633 nm = 1.986
  H2 across/along ratio = 0.674
  k with that ratio = 4.578
  vibrations: 1050 and 450 cm^-1, charge 1 e (rough)
  reduced mass = 10.19 u
  stretch, bend volumes = 0.000348, 0.001897 nm^3
  polar bond fraction = 0.5
  k with vibrations = 2.666
  applied field = 5.0 MV/cm
  local field = 6.507 MV/cm
  relative nonlinear change of alpha = -1.83e-05
  lowest CI excitation = 4.325 eV
  log10 thermal population, 400 K = -54.0
  neighbour coupling 2 alpha/r^3 = 0.332
```
